# Resist thickness-swing period for the extreme ray at 1.35 NA

## Problem

An immersion exposure system works at vacuum wavelength $\lambda=193$ nm with numerical aperture $\mathrm{NA}=1.35$. The resist is a flat, uniform film of refractive index $n=1.70$ on a fixed substrate. As the film thickness $d$ is varied, the light coupled into the resist rises and falls. This is the thickness swing.

(a) Find the swing period for the extreme ray, which comes from the edge of the pupil. Compare it with the period at normal incidence.

(b) Show what sets the height of the swing, and why an antireflection layer under the resist reduces the height but leaves the period unchanged.

(c) Find how the period responds to small changes of $n$ and NA. Estimate the effects of resist absorption, of a spread of angles, and of averaging the intensity over depth.

Where they are needed, take these rough typical values: fluid index 1.44, silicon index $0.88+2.78i$, and an 80 nm antireflection layer of index $1.75+0.30i$. Neglect absorption in the resist until part (c).

## Solution

### (a) The period

**The angle in the resist.** Let $\theta_f$ and $\theta$ be the angles from the surface normal in the fluid and in the resist. For the extreme ray $\mathrm{NA}=n_f\sin\theta_f$, where $n_f$ is the fluid index. Snell's law at the flat surface gives

$$
n\sin\theta=n_f\sin\theta_f=\mathrm{NA},
\qquad
\sin\theta=\frac{1.35}{1.70}=0.7941 .
$$

Hence $\theta=52.57^\circ$ and $\cos\theta=\sqrt{1-\sin^2\theta}=0.6078$. The fluid index has dropped out of the resist angle. The fluid is still needed: a propagating ray must have $\sin\theta_f<1$, so $n_f$ must exceed 1.35. With $n_f=1.44$ the angle in the fluid is $69.64^\circ$.

**The path difference.** Part of the ray reflects at the top of the resist. Another part goes down, reflects at the bottom and returns to the surface. Each crossing of the film has length $d/\cos\theta$, so the optical path inside is

$$
L_{\rm in}=\frac{2nd}{\cos\theta}.
$$

The second ray leaves the surface a distance $2d\tan\theta$ to the side of the point where the first was reflected. While the second ray is in the film, the first travels on through the fluid. The two must be compared on a common wavefront, which is perpendicular to their direction. The first ray therefore gains the projection of the sideways distance on that direction:

$$
L_{\rm out}=n_f(2d\tan\theta)\sin\theta_f
=2d\tan\theta\,(n\sin\theta)
=\frac{2nd\sin^2\theta}{\cos\theta}.
$$

The difference is

$$
L_{\rm in}-L_{\rm out}
=\frac{2nd(1-\sin^2\theta)}{\cos\theta}
=2nd\cos\theta .
$$

For a 100 nm film the two paths are 559.43 nm and 352.79 nm, and their difference is 206.64 nm.

The reflections add phase shifts of their own, but these do not depend on $d$. The interference therefore repeats when the path difference grows by one wavelength. Calling the required thickness increase $P$, we have $2nP\cos\theta=\lambda$, or

$$
P=\frac{\lambda}{2n\cos\theta}
=\frac{\lambda}{2\sqrt{n^2-\mathrm{NA}^2}} .
$$

The second form follows from $n\cos\theta=\sqrt{n^2-n^2\sin^2\theta}$. With the given numbers,

$$
n^2-\mathrm{NA}^2=2.8900-1.8225=1.0675,
\qquad
P=\frac{193\ \text{nm}}{2(1.0332)}=93.4\ \text{nm}.
$$

**The extreme-ray swing period is about 93 nm.** A maximum and the next minimum are half a period apart, about 47 nm.

**Comparison with normal incidence.** Setting $\mathrm{NA}=0$ gives $P_0=\lambda/(2n)=56.8$ nm. The ratio is $P/P_0=1/\cos\theta=1.645$. The oblique ray has the longer period, although its path inside the film is longer, because the outside path grows by more than the inside path does, so their difference shrinks. If $L_{\rm out}$ were omitted, the condition $2nP/\cos\theta=\lambda$ would give $\lambda\cos\theta/(2n)=34.5$ nm, which moves the wrong way with angle.

The same result can be read from the wave vector. With $k_0=2\pi/\lambda$, the wave in the resist has total wavenumber $k_0n$ and horizontal component $k_0\,\mathrm{NA}$. Its vertical component is $k_0q$, where $q=\sqrt{n^2-\mathrm{NA}^2}$. A tilted wave has a smaller vertical wavenumber, so more thickness is needed for the same phase change.

**Two image-forming beams.** A fine grating image can be formed by two beams at opposite angles. Let them be coherent, equal in amplitude and s-polarised, with the electric field parallel to the grating lines. Both have the same $q$, and therefore the same vertical field profile $f(z)$. With $x$ measured across the lines,

$$
\left|f(z)e^{ik_0\mathrm{NA}x}+f(z)e^{-ik_0\mathrm{NA}x}\right|^2
=4|f(z)|^2\cos^2(k_0\mathrm{NA}\,x).
$$

The thickness affects only the common factor $|f(z)|^2$, so at a fixed depth below the surface this image also repeats with the single-ray period.

### (b) The height of the swing

Take fields varying as $e^{-i\omega t}$ and an incident wave of unit amplitude. Let $t$ be the transmission coefficient from fluid to resist. Let $r_t$ and $r_b$ be the reflection coefficients at the top and bottom of the film, both seen from inside it. The downgoing amplitude $A$ just below the surface has two parts: light newly transmitted, and light that has made one further round trip. The round trip multiplies it by $r_b$, by $r_t$ and by the phase factor $e^{2ik_0qd}$. Thus

$$
A=t+r_tr_be^{2ik_0qd}A,
\qquad
A=\frac{t}{1-r_tr_be^{2ik_0qd}} .
$$

This includes all the multiple reflections. Write $r_tr_b=\rho e^{i\varphi}$ with $\rho=|r_tr_b|$. The coupled intensity is then

$$
|A|^2=\frac{|t|^2}{1+\rho^2-2\rho\cos(2k_0qd+\varphi)} .
$$

The cosine repeats when $2k_0qd$ grows by $2\pi$, that is, when $d$ grows by $\pi/(k_0q)=\lambda/(2q)=P$. For a lossless film, one angle and one wavelength, the repeat is exact.

The maxima lie where $2k_0qd+\varphi=2\pi m$ with integer $m$, so

$$
d_m=\left(m-\frac{\varphi}{2\pi}\right)P .
$$

The reflection phase $\varphi$ moves the whole set of maxima without changing their spacing. For s polarisation on bare silicon the first three are at 37.6, 131.0 and 224.4 nm. They are not multiples of $P$.

At a maximum the denominator is $(1-\rho)^2$, and at a minimum it is $(1+\rho)^2$. Therefore

$$
\frac{|A|^2_{\max}}{|A|^2_{\min}}
=\left(\frac{1+\rho}{1-\rho}\right)^2 .
$$

To find $\rho$, consider a wave in the resist meeting a medium of index $n_j$, whose vertical wavenumber is $k_0q_j$ with $q_j=\sqrt{n_j^2-\mathrm{NA}^2}$. For s polarisation the electric field and its vertical derivative are continuous. If $r$ and $\tau$ are the reflected and transmitted amplitudes, then $1+r=\tau$ and $q(1-r)=q_j\tau$. Eliminating $\tau$ gives

$$
r=\frac{q-q_j}{q+q_j}.
$$

For p polarisation the magnetic field $H$ and its vertical derivative divided by the squared index are continuous, so $q$ and $q_j$ are replaced by $q/n^2$ and $q_j/n_j^2$. The amplitude $A$ then refers to $H$.

On silicon these formulas give $\rho=0.299$ for s polarisation and $0.134$ for p. The swing ratios are

$$
\left(\frac{1.299}{0.701}\right)^2=3.43\quad\text{(s)},
\qquad
\left(\frac{1.134}{0.866}\right)^2=1.71\quad\text{(p)}.
$$

Now insert the antireflection layer, with everything else fixed. It changes $r_b$, which then describes the layer and the silicon together. In the layer the vertical wavenumber is $k_0q_a$ with $q_a=\sqrt{(1.75+0.30i)^2-\mathrm{NA}^2}=1.16+0.45i$. A round trip through its 80 nm therefore multiplies the amplitude by about $e^{-2k_0(0.45)(80\ \text{nm})}\approx0.1$, so the amplitude returning from the silicon is only about 0.06 to 0.07. The top of the layer also reflects weakly, because its complex index is much closer to the resist index than that of silicon is. For s polarisation most of the reflection at this top interface comes from the imaginary part of the layer's index; without it $|r|$ at this interface would be only 0.04, but the light from the silicon would then return undamped. With absorption included, the formulas above give $|r|=0.21$ for s and $0.05$ for p at the top interface. Adding the light returned from the silicon, which for p is as large as the interface term, gives $|r_b|=0.26$ for s and $0.06$ for p, against $0.86$ and $0.69$ on bare silicon. Hence $\rho$ falls, to about 0.09 for s and 0.011 for p. But $r_b$ still does not depend on the resist thickness. The ratios fall to 1.44 for s and 1.05 for p, while $P$ stays the same.

As a check that assumes neither the path difference nor the sum over round trips, Maxwell's equations were integrated numerically through lossless films up to 1000 nm thick. For both polarisations, with and without the antireflection layer, the maxima of the coupled intensity and of the reflectance were spaced by $P$ to within 0.01 nm.

### (c) Sensitivity and corrections

**Index and aperture.** Differentiating $P=(\lambda/2)(n^2-\mathrm{NA}^2)^{-1/2}$ gives

$$
\frac{\partial P}{\partial n}
=-\frac{\lambda}{2}\frac{n}{(n^2-\mathrm{NA}^2)^{3/2}}
=-\frac{Pn}{n^2-\mathrm{NA}^2}
=-148.7\ \text{nm},
$$

$$
\frac{\partial P}{\partial\mathrm{NA}}
=\frac{P\,\mathrm{NA}}{n^2-\mathrm{NA}^2}
=118.1\ \text{nm}.
$$

Both are per unit change of a dimensionless quantity. Raising the resist index by 0.01 shortens the period by about 1.5 nm, and lowering NA by 0.01 shortens it by about 1.2 nm. An index known to two decimals thus does not justify quoting tenths of a nanometre. Both derivatives grow in magnitude as NA rises. The formulas diverge at $\mathrm{NA}=n$, where the ray in the resist would be grazing, but this system cannot reach that point, because NA must stay below the fluid index of 1.44.

**Absorption.** Let the resist index be $n+i\kappa$, with a rough value $\kappa=0.03$. Then $q=\sqrt{(n+i\kappa)^2-\mathrm{NA}^2}$ is complex. At the top of the film the ratio of upgoing to downgoing amplitude is $r_be^{2ik_0qd}$, whose magnitude contains the factor $e^{-2k_0\,\mathrm{Im}(q)\,d}$. Each added thickness $P$ multiplies the magnitude of this ratio by 0.741. The swing is damped and no longer repeats exactly. Its spacing hardly moves: for s polarisation on silicon the first two maxima are 93.3 nm apart.

**A spread of angles.** Real illumination fills a region of the pupil. At NA 1.25 the period is 83.8 nm. Averaging the coupled intensity with equal weight from NA 1.25 to 1.35, for s polarisation on silicon, gives a first spacing of 88.5 nm. This is about 5% below the extreme-ray value.

**Average over depth.** The resist responds to the total field, including the standing wave. Let $z$ be the height above the bottom of a lossless film and write $r_b=|r_b|e^{i\beta}$. For s polarisation the intensity is $|A|^2$ times $1+|r_b|^2+2|r_b|\cos(2k_0qz+\beta)$. Integrating from $0$ to $d$ and dividing by $d$ gives the mean

$$
|A|^2\left\{1+|r_b|^2+\frac{|r_b|}{k_0qd}
\left[\sin(2k_0qd+\beta)-\sin\beta\right]\right\}.
$$

The last term is not periodic, because of the factor $1/d$, and it fades in thick films. On silicon it moves the first two maxima to 40.1 and 132.1 nm, a spacing of 92.0 nm. For the last two maxima below 1000 nm the spacing is 93.4 nm.

**Relation to a real process.** Resist films for this kind of exposure are roughly 100 nm thick, so such a film is about one period thick. The bare-silicon ratios above do not apply to a process with an antireflection layer beneath the resist, where the swing is weaker. For the band NA 1.25 to 1.35 the spread of angles is the largest of the corrections estimated here, at about 5 nm, but its size depends on the band: NA 1.32 to 1.35 on silicon gives only 1.7 nm. On the antireflection layer the depth average matters more than on silicon; for s polarisation it shortens the first spacing by 2.2 nm without resist absorption and by 3.4 nm with it. With the resist index and NA held fixed, a wavelength longer by 0.4 nm would add only 0.2 nm; a resist index that falls with wavelength would increase this shift. The 93 nm period belongs to the extreme ray; a process using a wider part of the pupil needs an average over its own illumination. The main computed values are collected in the numerical output.

## Computed results

```
vacuum wavelength: 193.0 nm
numerical aperture: 1.35
resist index: 1.70
fluid index (rough): 1.44
silicon index (rough): 0.88+2.78j
antireflection layer index (rough): 1.75+0.30j
antireflection layer thickness: 80 nm
angle in fluid: 69.64 degrees
sin(theta) in resist: 0.7941
angle in resist: 52.57 degrees
cos(theta) in resist: 0.6078
n^2 - NA^2: 1.0675
q = n cos(theta): 1.0332
swing period, formula: 93.40 nm
swing period, field integration: 93.40 nm
half period, maximum to minimum: 46.70 nm
normal-incidence period: 56.76 nm
extreme-ray / normal period: 1.645
wrong period, outside path omitted: 34.50 nm
path inside, 100 nm film: 559.43 nm
path outside, 100 nm film: 352.79 nm
path difference, 100 nm film: 206.64 nm
first coupled maxima, s, silicon: 37.6, 131.0, 224.4 nm
rho on silicon, s: 0.299
max/min coupled, silicon, s: 3.43
max/min coupled, antireflection layer, s: 1.44
rho on silicon, p: 0.134
max/min coupled, silicon, p: 1.71
max/min coupled, antireflection layer, p: 1.05
dP/dn: -148.7 nm per unit index
period change for index +0.01: -1.49 nm
dP/dNA: 118.1 nm per unit NA
period change for NA -0.01: -1.18 nm
resist extinction coefficient (rough): 0.03
first maximum spacing with absorption: 93.28 nm
round-trip amplitude factor per added period: 0.741
lower edge of pupil band: NA 1.25
period at lower edge: 83.75 nm
first maximum spacing, band average: 88.52 nm
first depth-mean intensity maxima: 40.1, 132.1, 225.1 nm
first depth-mean maximum spacing: 92.03 nm
last depth-mean maximum spacing: 93.38 nm
period at 193.4 nm wavelength: 93.59 nm
```
